# Floating-Sheath Drop for Molecular Nitrogen Ions and 2 eV Electrons

## Problem

A wafer with a thin gate oxide is nitrided in a low-pressure nitrogen plasma. The wafer is electrically floating, so it draws no net current. The electrons are Maxwellian with temperature $T=2$ eV, and the ions are singly charged $\mathrm{N_2^+}$. The sheath is steady, planar and collisionless. The ions enter it cold, and the wall absorbs every charge that reaches it and emits none.

(a) Find the smallest speed at which ions can enter the sheath, and explain why they enter at that speed.

(b) Equate the ion and electron fluxes at the wall, and show that the drop from the Bohm edge to the wall is about 9 V.

(c) Find the energy with which an ion strikes the wafer.

(d) Estimate the sheath thickness for an edge density of $3\times10^{10}$ cm$^{-3}$. Compare it with the ion mean free path at 0.01 Torr and 400 K, taking a rough collision area of $10^{-14}$ cm$^2$.

(e) Estimate how far the neglected effects move the drop.

## Solution

**Conventions.** The algebra is in atomic units with $k_B=1$, so the electron mass and the elementary charge are 1, and $T$ is an energy. The ion mass $M$ is in electron masses. The coordinate $x$ points towards the wall. The potential is written as a positive drop $\psi(x)$ below its value at the sheath edge, with $\psi=0$ at the edge and $\psi=V$ at the wall. For one unit charge, a drop in volts equals an energy in eV numerically.

### (a) The ion speed at the edge

Let $n_s$ be the common density of ions and electrons at the edge, and $u$ the ion speed there. An ion that has fallen through $\psi$ has speed $v_i$ given by

$$
\tfrac12 Mv_i^2=\tfrac12 Mu^2+\psi .
$$

No ions are created or lost in the sheath, so $n_iv_i=n_su$ and

$$
n_i=n_s\left(1+\frac{2\psi}{Mu^2}\right)^{-1/2}.
$$

The electrons are repelled. Nearly all of them turn back before the wall, so their density is close to the Boltzmann form

$$
n_e=n_se^{-\psi/T}.
$$

The error due to the few absorbed electrons is evaluated in part (e).

Since $\psi$ is minus the potential, Poisson's equation reads $\psi''=4\pi(n_i-n_e)$. Multiply by $\psi'$ and integrate from the edge, where the field is negligible on the scale of the sheath field:

$$
\tfrac12(\psi')^2=4\pi\int_0^{\psi}(n_i-n_e)\,d\psi_1 .
$$

The left side cannot be negative. For small $\psi$,

$$
n_i\simeq n_s\left(1-\frac{\psi}{Mu^2}\right),\qquad
n_e\simeq n_s\left(1-\frac{\psi}{T}\right),
$$

so that

$$
n_i-n_e\simeq n_s\psi\left(\frac1T-\frac1{Mu^2}\right).
$$

The bracket must not be negative, which gives the Bohm condition $Mu^2\ge T$. Physically, the ion density must fall no faster than the electron density as the potential drops. Otherwise the space charge near the edge has the wrong sign to build a sheath that repels electrons.

The case of equality needs a separate look, because the linear term vanishes. With $Mu^2=T$ and $y=\psi/T$, the two integrals are

$$
\int_0^\psi n_i\,d\psi_1=n_sT\left(\sqrt{1+2y}-1\right),\qquad
\int_0^\psi n_e\,d\psi_1=n_sT\left(1-e^{-y}\right),
$$

and therefore

$$
(\psi')^2=8\pi n_sT\,G(y),\qquad G(y)=\sqrt{1+2y}+e^{-y}-2 .
$$

Here $G(0)=0$ and $G'(y)=(1+2y)^{-1/2}-e^{-y}$. For $y>0$ we have $e^{2y}>1+2y$, hence $G'>0$ and $G>0$. Equality is allowed.

The upper bound on $u$ comes from the presheath, the quasi-neutral region that feeds the sheath. Take a simple model in which each electron ionizes at rate $\nu$, new ions start at rest, and ion pressure is neglected. With $n$ the common density and $u(x)$ now the local ion speed, continuity gives

$$
(nu)'=\nu n .
$$

Boltzmann electrons imply an electric field $-Tn'/n$, so the force per unit volume on the ions is $-Tn'$. New ions bring no momentum, hence

$$
M(nu^2)'=-Tn' .
$$

Define $c^2=T/M$. Writing $nu^2=(nu)u$, the momentum equation becomes

$$
\nu nu+nuu'=-c^2n' .
$$

Continuity gives $n'=(\nu n-nu')/u$. Insert this and multiply by $u/n$:

$$
\nu u^2+u^2u'=-c^2\nu+c^2u'
\quad\Longrightarrow\quad
u'=\nu\,\frac{c^2+u^2}{c^2-u^2}.
$$

An ion fluid that starts at rest accelerates until $u=c$, where the slope diverges and quasi-neutrality must fail. The presheath thus delivers at most $u=c$, while the sheath demands at least $u=c$. The edge lies where both hold:

$$
u_B=\sqrt{\frac TM}.
$$

### (b) Flux balance and the drop

The ion flux is conserved through the sheath:

$$
\Gamma_i=n_s\sqrt{\frac TM}.
$$

An electron reaches the wall if its velocity component $v$ towards the wall satisfies $v^2/2>V$. Motion parallel to the wall does not help it. The electron flux is therefore

$$
\Gamma_e=n_s\int_{\sqrt{2V}}^\infty
v\,\frac{e^{-v^2/2T}}{\sqrt{2\pi T}}\,dv .
$$

Because $v\,e^{-v^2/2T}$ is the derivative of $-Te^{-v^2/2T}$, the integral of the numerator is $Te^{-V/T}$, and

$$
\Gamma_e=n_s\frac{T}{\sqrt{2\pi T}}\,e^{-V/T}
=n_s\sqrt{\frac{T}{2\pi}}\,e^{-V/T}.
$$

A floating wall requires $\Gamma_e=\Gamma_i$. The factors $n_s$ and $\sqrt T$ cancel:

$$
e^{-V/T}=\sqrt{\frac{2\pi}{M}}
\quad\Longrightarrow\quad
\boxed{V=\frac T2\ln\frac{M}{2\pi}} .
$$

With an atomic weight of 14.007 for nitrogen, two atoms less one electron give $M=51065$. Then

$$
\frac M{2\pi}=8127.3,\qquad \ln 8127.3=9.003,
$$

$$
V=\frac{2}{2}\times9.003\ \text{V}=9.0\ \text{V},
$$

or 0.331 hartree as an energy. Solving the flux balance numerically, with the electron flux computed by quadrature, also gives 9.003 V.

Without a drop, the electron flux to the wall would be 90 times the ion flux. The wall charges negatively until the Boltzmann factor removes this excess, which takes $V=\ln(90.15)\,T=4.50\,T$.

The drop is proportional to $T$, so an error of 0.1 eV in the temperature moves it by 0.45 V. The ion mass enters through a logarithm. For pure $\mathrm{N^+}$ at the same $T$, the mass is nearly halved and the drop falls by about $(T/2)\ln2=0.69$ V, to 8.3 V. The density cancels as long as the sheath stays collisionless and $T$ is held fixed.

### (c) Ion energy at the wall

At the edge the ion already has the directed energy

$$
\tfrac12Mu_B^2=\tfrac12T=1.0\ \text{eV}.
$$

The sheath adds 9.0 eV, so a cold ion entering at the Bohm speed strikes the wafer with 10.0 eV.

The potential of the plasma interior relative to the wall is a different quantity, since it includes the presheath. In the ionization model of part (a), the momentum equation integrates to $n(u^2+c^2)=n_0c^2$, where $n_0$ is the density at which the ions are at rest. At $u=c$ this gives $n_s=n_0/2$, and the Boltzmann relation gives a presheath drop $T\ln2=1.4$ V. This exceeds the 1.0 V equivalent of the directed edge energy for two reasons. Ions born partway down the presheath fall through only part of its drop. With $u$ in units of $c$ and $n=n_0/(1+u^2)$, the work of the field per ion reaching the edge is $T\int_0^1 4u^2(1+u^2)^{-2}\,du=(\pi/2-1)\,T=1.14$ eV. The remaining 0.14 eV goes into the spread of ion speeds, which this model discards along with the ion pressure. The model leaves out collisions with the gas. With the free path found in part (d), a presheath several centimetres long is collisional, and its drop is larger.

### (d) Sheath thickness and collisions

Let $\lambda_D=\sqrt{T/4\pi n_s}$ be the Debye length at the edge. Dividing the first integral by $T^2$ gives

$$
\left(\frac{dy}{dx}\right)^2=\frac{8\pi n_s}{T}G(y)=\frac{2G(y)}{\lambda_D^2}.
$$

Near the edge the series are

$$
\sqrt{1+2y}\simeq1+y-\frac{y^2}{2}+\frac{y^3}{2},\qquad
e^{-y}\simeq1-y+\frac{y^2}{2}-\frac{y^3}{6},
$$

so $G\simeq y^3/3$. The distance $\int dy/\sqrt{2G}$ then diverges as $y\to0$: in this ideal model the edge lies infinitely many Debye lengths from the wall. A finite thickness needs a stated starting point. Starting at $\psi=0.1\,T$,

$$
\frac{s}{\lambda_D}=\int_{0.1}^{V/T}\frac{dy}{\sqrt{2G(y)}}=10.35 .
$$

For the given density $\lambda_D=0.00607$ cm, hence $s=0.063$ cm.

The gas density at 0.01 Torr and 400 K is $2.41\times10^{14}$ cm$^{-3}$. The ion mean free path is

$$
\lambda_i=\frac{1}{(2.41\times10^{14})(10^{-14})}\ \text{cm}\simeq0.41\ \text{cm},
$$

so $s/\lambda_i=0.15$. Most ions cross without a collision, but a minority do not, and those arrive with less than the full energy.

The Bohm speed is $2.6\times10^5$ cm/s, which gives an ion flux of $7.9\times10^{15}$ cm$^{-2}$ s$^{-1}$ to the wafer.

### (e) What the ideal model leaves out

Each effect below is taken alone, with $T=2$ eV for the body of the electron distribution. The parameters are rough or chosen for illustration.

**Cooled electron tail.** To cross the ideal drop of 9 V, an electron must leave the sheath edge with more than 9 eV in its motion towards the wall. Inelastic collisions with nitrogen can deplete this part of the distribution. As a model, let an isotropic distribution $f(E)$ fall as $e^{-E/T}$ up to $E_b=7$ eV and with the lower temperature $T_t=1.5$ eV above it. Integrating over directions, an electron of speed $w$ reaches the wall if the cosine $\mu$ of its angle to the normal exceeds $\sqrt{2V}/w$. With $E=w^2/2$,

$$
\Gamma_e=2\pi\int_{\sqrt{2V}}^\infty w^3f\,dw\int_{\sqrt{2V}/w}^1\mu\,d\mu
=2\pi\int_V^\infty(E-V)f(E)\,dE .
$$

For a Maxwellian the last integral is proportional to $T^2e^{-V/T}$. For the cooled tail, with $V>E_b$, it is proportional to $T_t^2e^{-E_b/T}e^{-(V-E_b)/T_t}$. If the small change of the ion flux is ignored, this must equal $T^2e^{-V_0/T}$, where $V_0=9.003$ V is the Maxwellian result. Taking logarithms,

$$
V\simeq E_b+T_t\left[\frac{V_0-E_b}{T}+2\ln\frac{T_t}{T}\right]
=7+1.5\,(1.00-0.575)\simeq7.6\ \text{V}.
$$

The full numerical balance gives 7.7 V, a shift of $-1.3$ V. It is slightly higher than the estimate because the missing tail electrons reduce the density, and the effective temperature in the Bohm speed falls to 1.965 eV. Both lower the ion flux that the electrons must match.

**Radio-frequency oscillation.** Suppose the sheath voltage is $\bar V+V_1\cos\theta$, the electrons follow it instantly, and the ion flux stays steady. The average electron flux gains the factor $\langle e^{-V_1\cos\theta/T}\rangle=I_0(V_1/T)$, where $I_0$ is the modified Bessel function. The mean drop must rise by $T\ln I_0(V_1/T)$, which is $+0.47$ V for $V_1=2$ V.

**Ion friction.** If collisions reduce the ion speed according to $dv/dx=-v/\lambda_i$ over one sheath thickness, the speed falls by the factor $e^{-s/\lambda_i}$. Applying this factor to the edge speed at fixed $n_s$ would raise the drop by $Ts/\lambda_i=0.30$ V, but that step is not justified: friction inside the sheath slows the ions and lowers their impact energy, yet it conserves their flux. If the edge is kept at the point where $u=c$, the ion flux is $n_ic$ with $n_i$ taken there, and the balance of part (b) shifts the drop by $T\ln(n_e/n_i)$ at that point. A finite free path leaves a small excess of ions there, so the shift is small and negative. Integrating Poisson's equation through presheath and sheath with this friction law and $\lambda_i/\lambda_D=68$ gives about $-0.05$ V. Placing the edge elsewhere changes the figure.

**Atomic ions.** If 20% of the edge ions are $\mathrm{N^+}$ and each species enters at its own Bohm speed, the ion flux is larger and the drop changes by $-0.16$ V.

**Secondary electrons.** If each ion releases $\gamma=0.05$ electrons, zero current requires $\Gamma_e=(1+\gamma)\Gamma_i$. The shift is $-T\ln(1+\gamma)=-0.10$ V.

**Warm ions.** Let the edge velocities be uniformly distributed over $u\pm w$, with temperature $T_i$, so that $w^2=3T_i/M$. The Bohm condition then contains the average of $1/v^2$, which is $1/(u^2-w^2)$. Equality gives $M(u^2-w^2)=T$, or $Mu^2=T+3T_i$. For $T_i=0.05$ eV the drop changes by $-(T/2)\ln(1+3T_i/T)=-0.07$ V. The spread produced by the presheath itself is larger, because ions born at different depths arrive with different speeds. The kinetic, collisionless solution of the ionization model of part (a) (the Tonks–Langmuir problem) has a presheath drop of $0.854\,T$ and a mean edge speed of $1.14\,c$, which shifts the drop by $-T\ln1.14\simeq-0.27$ V.

**Absorbed electrons.** Electrons that hit the wall do not return, so the edge distribution lacks velocities away from the wall above $\sqrt{2V}$. Recomputing the density, its slope and the Bohm speed with this truncated Maxwellian shifts the drop by $+0.004$ V. The Boltzmann density used in part (a) is therefore adequate for the drop. At the wall itself the true electron density is only half the Boltzmann value, but there the electrons are only about 2% as dense as the ions. The Boltzmann approximation becomes poor when $V$ is comparable with $T$, because the wall then absorbs a large share of the electrons.

**Comparison with a real reactor.** The pressure, density and temperature used here are illustrative values for a low-pressure plasma, not measurements from a particular reactor. With the parameters chosen above, the cooled tail gives the largest shift, $-1.3$ V, while the other effects shift the drop by less than 0.5 V each, some up and some down. This order depends on the chosen parameters: an rf amplitude of 4 V instead of 2 V would raise the mean drop by $T\ln I_0(2)=1.6$ V. The value of 9 V thus belongs to the ideal model at 2 eV, and a real sheath could differ from it by a volt or more. If bias power is applied to the wafer holder, the sheath voltage is no longer set by the floating balance of part (b) alone, and the ion energy of 10 eV no longer applies.

## Computed values

```
Electron temperature: 2.0 eV
Atomic weight of nitrogen: 14.007 u
N2+ mass M: 51065 electron masses
M/(2 pi): 8127.3 (no unit)
ln(M/(2 pi)): 9.0030 (no unit)
V/T: 4.5015 (no unit)
Sheath drop, formula: 9.003 V
Sheath drop, flux quadrature and root: 9.003 V
Sheath drop as an energy: 0.3309 hartree
Sheath drop for pure N+: 8.310 V
Directed ion energy at edge: 1.00 eV
Ion energy at wall: 10.00 eV
Presheath drop, ionization model: 1.386 V
Edge density: 3.0e+10 cm^-3
Bohm speed: 2.625e+05 cm/s
Ion flux: 7.874e+15 cm^-2 s^-1
Electron flux without a drop: 7.098e+17 cm^-2 s^-1
Ratio of these fluxes: 90.15
Debye length at edge: 0.00607 cm
Sheath thickness from psi=0.1T: 10.35 Debye lengths
Sheath thickness: 0.0628 cm
Gas pressure: 0.010 Torr
Gas temperature: 400 K
Gas density: 2.414e+14 cm^-3
Rough ion collision area: 1.0e-14 cm^2
Ion mean free path: 0.414 cm
Thickness/free path: 0.152 (no unit)
Tail starts at: 7.0 eV
Tail temperature: 1.5 eV
Bohm temperature with cooled tail: 1.965 eV
Drop with cooled tail: 7.682 V
Shift, cooled tail: -1.321 V
Rf voltage amplitude: 2.0 V
Shift of mean drop, rf: +0.472 V
N+ share of edge ions: 0.20 (no unit)
Shift, N+ admixture: -0.159 V
Secondary electrons per ion: 0.05 (no unit)
Shift, secondary electrons: -0.098 V
Ion temperature: 0.05 eV
Shift, warm ions: -0.072 V
Shift, ion friction estimate: +0.303 V
Shift, truncated Maxwellian: +0.0042 V
```
